Heat Capacity of a Film Free or Clamped In-Plane

**1. A small difference that strain energy does not explain**

A germanium film at 300 K, described by rough typical parameters, needs about 0.0107 eV per nm³ and kelvin when it is free to expand. If its in-plane lengths are held fixed while its top surface stays free, the requirement falls by 2.24×10⁻⁵ eV/(nm³ K), or 0.21% of the free value. Two features need explaining. The clamped film builds up elastic stress, yet it takes in less heat. And the difference is already present at the temperature where the film is free of stress, although the elastic energy then grows only as the square of the temperature rise.

The film is taken to be homogeneous, elastically isotropic, and wide compared with its thickness. It is stress-free at temperature T₀, and strains are measured from that state. Energies, entropies and heat capacities refer to a fixed reference volume, the film's volume in that state. Tensile stress is positive. The algebra uses atomic units with k_B = 1, so that T is an energy and the linear expansion coefficient α is an inverse energy. The final formula keeps its form when T is in kelvin and α in 1/K.

"Clamped" means that both in-plane lengths are constant. A film bonded to a substrate that itself expands is a different case, treated in Section 6.

**2. Stress and thickness of the clamped film**

Let θ = T − T₀. For small θ and small stress, each normal strain is the sum of thermal expansion and Hooke's law:

e_x = αθ + [σ_x − ν(σ_y + σ_z)]/E, (1)

with cyclic permutations for e_y and e_z. E is the isothermal Young modulus and ν the isothermal Poisson ratio. The two in-plane directions are equivalent, so e_x = e_y = e and σ_x = σ_y = σ. The free top surface gives σ_z = 0. Equation (1) becomes

e = αθ + (1 − ν)σ/E,

and solving for the stress gives

σ = M(e − αθ), M = E/(1 − ν). (2)

M is the biaxial modulus. It exceeds E for positive ν because stretching along one axis tends to contract the other, and the second stress must resist this.

The thickness strain is e_z = αθ − 2νσ/E. In the clamped film e = 0, so σ = −Mαθ, a compression on heating if α is positive. Then

e_z = αθ + 2ναθ/(1 − ν) = αθ(1 + ν)/(1 − ν). (3)

For positive α and ν, the clamped film therefore thickens faster than a free one: part of the blocked in-plane expansion emerges through the top.

**3. The heat-capacity difference**

Let a(T, e) be the Helmholtz free energy per reference volume, with the thickness already relaxed to σ_z = 0. In general the work done on unit volume is σ_x de_x + σ_y de_y + σ_z de_z. The last term vanishes and the first two are equal, so

da = −s dT + 2σ de, (4)

where s is the entropy per reference volume. The factor 2 counts the two in-plane directions. Equation (4) says that (∂a/∂T)_e = −s and (∂a/∂e)_T = 2σ. Since the mixed second derivatives of a are equal,

(∂s/∂e)_T = −2(∂σ/∂T)_e. (5)

At the stress-free state, equation (2) gives (∂σ/∂T)_e = −Mα. Hence

(∂s/∂e)_T = 2Mα. (6)

A heat capacity is T ds/dT along the path that the film follows. On the clamped path e is constant, and c_cl = T(∂s/∂T)_e. On the free path the in-plane strain grows at the rate de/dT = α, so the chain rule gives

c_free = T[(∂s/∂T)_e + (∂s/∂e)_T α] = c_cl + T(2Mα)α.

The result is

c_free − c_cl = 2Mα²T. (7)

At the stress-free state this needs no assumption that α or M is constant, because only first derivatives at that state have entered. M is the isothermal modulus, since the derivatives in (5) and (6) are taken at fixed temperature or fixed strain.

The physical content lies in (6). Stretching the film by de at constant temperature draws in the heat T ds = 2MαT de. The mechanical work 2σ de vanishes at zero stress, so this heat is the whole first-order energy change. A free film stretches by α dT during heating and must be supplied with this extra heat; a clamped film does not stretch.

The sign of α drops out. If α is negative, the free film contracts on heating, but contraction then absorbs heat. Mechanical stability requires M > 0, so c_free is never below c_cl at the stress-free state. As T → 0 the entropy becomes independent of strain, by the third law. Equation (6) then requires α → 0 as long as M stays finite and nonzero, and the difference (7) vanishes faster than T.

**4. Volume change as the mechanism**

The same result follows from the volume alone. In an isotropic, stress-free solid, a pure change of shape cannot alter the entropy to first order: for a pure shear such as (e_x, e_y, e_z) ∝ (1, −1, 0), strain and reversed strain are related by a rotation and must give the same entropy, so the linear term vanishes. Any volume-preserving strain, including the film's (1, 1, −2), is a sum of such shears, and first-order changes add. Only the volume strain t = e_x + e_y + e_z counts. With K = E/[3(1 − 2ν)] the isothermal bulk modulus, heating at fixed volume produces the hydrostatic stress −3Kαθ. The work is this stress times dt, so the corresponding Maxwell relation is

(∂s/∂t)_T = 3Kα. (8)

The free film has dt/dT = 3α. The clamped film changes only its thickness, so (3) gives dt/dT = α(1 + ν)/(1 − ν). The free film gains volume faster by

3α − α(1 + ν)/(1 − ν) = 2α(1 − 2ν)/(1 − ν). (9)

Multiplying by 3KαT and inserting K gives

3KαT × 2α(1 − 2ν)/(1 − ν) = 2Eα²T/(1 − ν) = 2Mα²T,

which is (7) again.

If all three dimensions are held fixed, the whole rate 3α is blocked, and

c_free − c_full = 3KαT × 3α = 9Kα²T. (10)

The in-plane clamp therefore produces the fraction

2M/(9K) = 2(1 − 2ν)/[3(1 − ν)] (11)

of the full-clamp difference. For ν = 0 it is 2/3, because two of three independent axes are held. As ν → 1/2 at fixed E and α, it tends to zero: the film sends all its volume expansion through the top, while the full-clamp difference grows without limit because K diverges. The in-plane difference itself stays finite, at 4Eα²T. The vanishing volume difference (9) is then multiplied by a diverging K.

A microscopic model makes the mechanism concrete. Take 132 oscillators per nm³, each with quantum ħω = (0.025 eV) exp(−2t), and add the elastic energy λt²/2 + μ(e_x² + e_y² + e_z²) − gt³/6, with λ = 280, μ = 340 and g = 5000 eV/nm³. Here strains are counted from the configuration where this elastic energy vanishes, and the reference volume is that configuration's. Expansion lowers the frequencies, and at fixed temperature softer oscillators hold more entropy.

At 300 K the strains were found by numerical root finding, and the heat capacities by finite differences of the energy. The free and clamped values are 0.0108895 and 0.0107295 eV/(nm³ K), which differ by 1.60×10⁻⁴ eV/(nm³ K). The strain and stress responses of the same model give α = 1.639×10⁻⁵ 1/K and M = 993.5 eV/nm³, and 2Mα²T is again 1.60×10⁻⁴ eV/(nm³ K).

**5. Heating over a finite interval**

Now let the film be clamped at T₀ and heated to T, with M and α constant and the stress linear in strain. At temperature T the free film has strain αθ. Compressing it isothermally back to e = 0 costs, by (4) and (2),

a_cl − a_free = ∫ 2M(e − αθ) de, from e = αθ to e = 0,

= [M(e − αθ)²] between these limits = Mα²θ². (12)

Along both paths s = −da/dT. For the clamped film this holds because de = 0, and for the free film because σ = 0. Therefore c = T ds/dT = −T d²a/dT² in both cases, and

c_cl − c_free = −T d²(Mα²θ²)/dT² = −2Mα²T. (13)

Within these assumptions (7) thus holds at every temperature of the interval.

The internal energy is u = a + Ts. The entropy difference is −2Mα²θ, so

u_cl − u_free = Mα²θ² − 2Mα²θT = Mα²θ(θ − 2T).

Since θ − 2T = −(T + T₀),

u_cl − u_free = −Mα²(T² − T₀²). (14)

Neither film receives mechanical work during heating: one has fixed in-plane lengths and a free top, the other has no stress. Equation (14) is therefore also the difference in heat supplied.

The two terms before simplification explain the sign. Pushing the free film back to its original lengths puts in the work Mα²θ², but the heat 2Mα²θT flows out. For heating from a positive T₀ the outflow is larger. The temperature derivative of the work, 2Mα²θ, resembles (7) but contains the temperature rise instead of the absolute temperature. It vanishes at T₀ and is not a heat-capacity difference.

**6. A substrate that expands**

Suppose a thick substrate imposes the strain rate de/dT = α_s on the film. The chain rule of Section 3 now gives the film's own heat capacity as c_film = c_cl + 2Mαα_sT. Subtracting this from (7) yields, at the stress-free state,

c_free − c_film = 2Mα(α − α_s)T. (15)

The difference vanishes for matched expansion and equals (7) for α_s = 0. For positive α and α_s > α it is negative: the substrate stretches the film faster than it would expand alone, and the film absorbs more heat.

A calorimeter that heats film and substrate together registers a different quantity, because the film also stresses the substrate and changes its entropy. At temperature T the film is strained by (α_s − α)θ from its free length. By the argument of (12), bonding raises the joint free energy by M(α − α_s)²θ² per film volume. The substrate's elastic energy is smaller by a factor of order film thickness over substrate thickness and is dropped. No external force does work on the pair, so −T d²/dT² applies to the joint free energy. Bonding lowers the joint heat capacity by

2M(α − α_s)²T (16)

per film volume. This holds at the stress-free temperature, or at any T if M, α and α_s are constant and the stress is linear in strain. Equations (15) and (16) agree for α_s = 0, where the substrate's entropy does not respond to stress at first order.

**7. Numbers for a germanium film**

The film is polycrystalline, 100 nm thick and at 300 K. Rough typical parameters are E = 820 eV/nm³, ν = 0.21, α = 6.0×10⁻⁶ 1/K and a free heat capacity of 0.0107 eV/(nm³ K). Then

M = 820/(1 − 0.21) = 1038 eV/nm³,

2Mα²T = 2 × 1038 × (6.0×10⁻⁶)² × 300 = 2.24×10⁻⁵ eV/(nm³ K).

This equals 2.24×10⁻⁸ eV/(Å³ K). With K = 471 eV/nm³, a full clamp would give 4.58×10⁻⁵ eV/(nm³ K), so the in-plane clamp accounts for 0.49 of it. The clamped film thickens at 9.19×10⁻⁶ 1/K. Its volume thus still grows at about half the free rate of 18×10⁻⁶ 1/K, which is why the free top matters.

For heating from 300 to 500 K with constant M and α, the clamped stress reaches −1.25 eV/nm³. The excess free energy (12) is 0.0015 eV/nm³, while the clamped film has taken in 0.0060 eV/nm³ less heat. Their ratio is (T + T₀)/(T − T₀) = 800/200 = 4.

**8. How far real films depart from the model**

The clamp of Section 3 keeps the in-plane lengths constant, but a substrate may itself expand. On a substrate with the round value α_s = 3.0×10⁻⁶ 1/K, equation (15) halves the film's difference to 1.12×10⁻⁵ eV/(nm³ K), and the joint reduction (16) is a quarter of the rigid-clamp value. Crystal orientation matters too. With rough cubic constants c₁₁ = 800, c₁₂ = 300 and c₄₄ = 420 eV/nm³, a (001) film has σ_z = c₁₁e_z + 2c₁₂e = 0. Hence e_z = −2c₁₂e/c₁₁, and its biaxial modulus is c₁₁ + c₁₂ − 2c₁₂²/c₁₁ = 875 eV/nm³. Rotating the stiffness tensor and relaxing the top numerically gives 1145 eV/nm³ for a (111) film. Relative to the isotropic film, the difference changes by −16% and +10%, at fixed α and T.

A substrate of finite thickness yields slightly. For unit mismatch strain, the film exerts on it a force per width N = M h_f, where h_f is the film thickness. Let the substrate have thickness h_s and biaxial modulus M_s. Stretching strains it by N/(M_s h_s). The moment N h_s/2, divided by the bending stiffness M_s h_s³/12, gives the curvature 6N/(M_s h_s²). Multiplied by h_s/2, this adds a surface strain 3N/(M_s h_s). The relieved fraction of the mismatch, for a thin film on a substrate free to bend, is therefore

4M h_f/(M_s h_s). (17)

For h_s = 5×10⁵ nm and M_s = 1100 eV/nm³ it is 0.08%, which is negligible here.

Heating far from T₀ brings in the temperature dependence of α and M and the curvature of the stress–strain relation. Let η = ∫α dT from T₀ to T be the expansion that the clamp suppresses, and let M(T) be the modulus of the free film at T. To third order in η,

a_cl − a_free = Mη²(1 + bη), (18)

where b measures cubic elasticity. With primes for d/dT and η′ = α, the first derivative of Mη² is M′η² + 2Mηα. Its second derivative is

2Mα² + 2Mηα′ + 4M′ηα + M″η².

To first order in η, the cubic term contributes 6Mbηα². Dropping terms in η² and multiplying by T gives

c_free − c_cl = 2Mα²T[1 + ηα′/α² + 2ηM′/(Mα) + 3bη]. (19)

The oscillator solid of Section 4, clamped at 300 K and heated by 5 K, illustrates the size of the neglected terms. Its difference, taken from energies, exceeds 2Mα²T at 305 K by 0.3027%; the bracket in (19), with coefficients from the same model, predicts 0.3028%.

For the germanium film take the rough rates α′ = 3×10⁻⁹ 1/K² and M′/M = −1×10⁻⁴ 1/K at 300 K, both with a linear variation, and the round value b = 3. At 500 K these give α = 6.6×10⁻⁶ 1/K, η = 1.26×10⁻³ and a leading difference of 4.43×10⁻⁵ eV/(nm³ K). The three corrections are +8.7%, −3.9% and +1.1% of that value, so they partly cancel and leave about +6%. The leading value already contains α and M at 500 K. With their 300 K values, (13) would give 3.74×10⁻⁵ eV/(nm³ K) at 500 K, so the whole departure from the model with constant parameters is about +26%.

Deposited films are often not stress-free at the measuring temperature. A built-in strain enters (19) as part of η, negative for a film in tension. With the rates above, a residual strain of 0.002 at 300 K lowers the rigid-clamp difference by 12% if tensile and raises it by 12% if compressive. The joint reduction (16) is far more sensitive, because α − α_s then replaces α and α′ − α_s′ replaces α′ in the bracket. For a silicon-like substrate with rough values α_s = 2.6×10⁻⁶ 1/K and α_s′ = 8×10⁻⁹ 1/K², the same strain about doubles it if tensile and nearly cancels it if compressive.

The derivation also requires reversible, uniform deformation. After plastic flow or cracking, the stress and the free energy are no longer functions of temperature and in-plane strain alone. In a film whose width is comparable with its thickness, the free side faces release much of the in-plane stress, and the uniform clamp assumed in (2) no longer describes it.

Numbers in the example were calculated in double precision.
